# Generalized Norm Conservation and the Hermitian Ultrasoft Pseudopotential: verification in Python

```python
"""Generalized norm conservation for an ultrasoft pseudopotential.

Result under test, for one angular-momentum channel (here l = 1):
  D_ij = B_ij + eps_j q_ij is Hermitian, and every pseudo wave phi_j obeys
  (T + V_loc + sum D_ij |beta_i><beta_j|) phi_j = eps_j S phi_j,
  S = 1 + sum q_ij |beta_i><beta_j|.
Symbols (Hartree atomic units, waves stored as u(r) = r * radial function):
  psi_i   regular solution in the true potential -1/r at energy eps_i
  phi_i   smooth pseudo wave, equal to psi_i for r >= R
  chi_i   (eps_i - T - V_loc) phi_i, zero outside R
  B_ij    <phi_i|chi_j>;  beta_i = sum_j (B^-1)_ji chi_j
  q_ij    <psi_i|psi_j> - <phi_i|phi_j>, integrals over r < R
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants

R = 5.0
eps = np.array([-0.125, 0.25])
hartree_eV = physical_constants["Hartree energy in eV"][0]

nodes, weights = leg.leggauss(60)
r_in = 0.5 * R * (nodes + 1.0)
w_in = 0.5 * R * weights


def overlap(f, g):
    return np.sum(w_in * np.conj(f(r_in)) * g(r_in))


def regular_wave(energy, terms=70):
    """Power series of the regular l = 1 Coulomb wave, u = r^2 (1 + ...)."""
    a = np.zeros(terms)
    a[0] = 1.0
    for n in range(1, terms):
        previous = a[n - 2] if n > 1 else 0.0
        a[n] = (-2.0 * a[n - 1] - 2.0 * energy * previous) / (n * (n + 3))
    return Poly(np.concatenate(([0.0, 0.0], a)))


def pseudo_wave(psi, slope_factor=1.0):
    """r^2 times an even polynomial, matched at R through u''."""
    p = np.array([2.0, 4.0, 6.0])
    rows = np.array([R**p, p * R**(p - 1), p * (p - 1) * R**(p - 2)])
    target = np.array([psi(R), slope_factor * psi.deriv()(R),
                       psi.deriv(2)(R)])
    c = np.linalg.solve(rows, target)
    return Poly([0, 0, c[0], 0, c[1], 0, c[2]])


v_loc = Poly([15.0, 0, -10.0 / R**2, 0, 3.0 / R**4]) * (-1.0 / (8.0 * R))

# True waves: 2p normalized over all space, second wave over r < R.
psi_bound = regular_wave(eps[0]) * (1.0 / np.sqrt(24.0))
raw = regular_wave(eps[1])
psi_free = raw * (1.0 / np.sqrt(overlap(raw, raw)))
sample = np.array([0.7, 2.0, 3.1, 4.6])
closed_2p = sample**2 * np.exp(-sample / 2) / np.sqrt(24.0)
assert np.allclose(psi_bound(sample), closed_2p, atol=1e-12)
k = np.sqrt(2 * eps[1])
coulomb = np.array([float(mp.coulombf(1, -1 / k, k * x)) for x in sample])
ratio = psi_free(sample) / coulomb
assert np.allclose(ratio, ratio[0], rtol=1e-8)


def construct(phases=(1.0, 1.0), slope_factor=1.0):
    psi = [psi_bound * phases[0], psi_free * phases[1]]
    phi = [pseudo_wave(psi[0], slope_factor), pseudo_wave(psi[1])]
    # for l = 1 the centrifugal term l(l+1)/(2 r^2) is 1/r^2
    chi = [phi[i] * eps[i] + phi[i].deriv(2) * 0.5 - Poly(phi[i].coef[2:])
           - v_loc * phi[i] for i in range(2)]
    B = np.array([[overlap(f, g) for g in chi] for f in phi])
    n_true = np.array([[overlap(f, g) for g in psi] for f in psi])
    n_pseudo = np.array([[overlap(f, g) for g in phi] for f in phi])
    q = n_true - n_pseudo
    D = B + q * eps[None, :]
    inv = np.linalg.inv(B)
    beta = [chi[0] * inv[0, i] + chi[1] * inv[1, i] for i in range(2)]
    return psi, phi, chi, B, n_true, n_pseudo, q, D, beta


def wronskian(waves):
    v = np.array([f(R) for f in waves])
    d = np.array([f.deriv()(R) for f in waves])
    return np.outer(v.conj(), d) - np.outer(d.conj(), v)


def equation_residual(phi, beta, D, q):
    """Largest pointwise residual, kinetic term by finite differences."""
    r = np.linspace(0.3, 4.8, 31)
    h = 0.01
    worst = 0.0
    for j in range(2):
        f = phi[j]
        second = (-f(r + 2*h) + 16*f(r + h) - 30*f(r) + 16*f(r - h)
                  - f(r - 2*h)) / (12 * h * h)
        proj = np.array([overlap(b, f) for b in beta])
        shape = np.array([b(r) for b in beta])
        left = (-0.5 * second + f(r) / r**2 + v_loc(r) * f(r)
                + (D @ proj) @ shape)
        right = eps[j] * (f(r) + (q @ proj) @ shape)
        worst = max(worst, np.max(np.abs(left - right)))
    return worst


# Real waves and waves with an arbitrary complex phase.
psi, phi, chi, B, n_true, n_pseudo, q, D, beta = construct()
residual = equation_residual(phi, beta, D, q)
herm_error = np.max(np.abs(D - D.conj().T))
assert herm_error < 1e-10 and residual < 1e-7
assert abs(B[0, 1] - B[1, 0]) > 1e-2
assert np.isclose(B[0, 1] - B[1, 0], -(eps[1] - eps[0]) * q[0, 1], atol=1e-10)
c_case = construct(phases=(np.exp(0.4j), np.exp(1.3j)))
c_phi, c_q, c_D, c_beta = c_case[1], c_case[6], c_case[7], c_case[8]
complex_error = np.max(np.abs(c_D - c_D.conj().T))
assert complex_error < 1e-10 and abs(c_D[0, 1].imag) > 1e-3
assert equation_residual(c_phi, c_beta, c_D, c_q) < 1e-7
dual = np.array([[overlap(b, f) for f in c_phi] for b in c_beta])
assert np.allclose(dual, np.eye(2), atol=1e-9)

# A wrong slope at R must destroy Hermiticity by the surface term.
bad = construct(slope_factor=1.1)
bad_gap = bad[7] - bad[7].conj().T
surface = 0.5 * (wronskian(bad[1]) - wronskian(bad[0]))
assert np.allclose(bad_gap, surface, atol=1e-10)
assert abs(bad_gap[0, 1]) > 1e-3

# Augmented overlap of the pseudo waves from explicit projections.
proj = np.array([[overlap(b, f) for f in phi] for b in beta])
augmented = n_pseudo + proj.T @ q @ proj
assert np.allclose(augmented, n_true, atol=1e-9)


# Finite elements: an independent solution of the radial problem.
degree = 24
cheb = -np.cos(np.pi * np.arange(degree + 1) / degree)
to_legendre = np.linalg.inv(leg.legvander(cheb, degree))
shape_val = leg.legvander(nodes, degree) @ to_legendre
shape_der = leg.legvander(nodes, degree - 1) @ leg.legder(to_legendre)


def element(a, b, potential):
    half = 0.5 * (b - a)
    r = a + half * (nodes + 1.0)
    w = half * weights
    der = shape_der / half
    ham = 0.5 * der.T @ (w[:, None] * der)
    ham += shape_val.T @ ((w * (1 / r**2 + potential(r)))[:, None] * shape_val)
    norm = shape_val.T @ (w[:, None] * shape_val)
    return ham, norm


def true_potential(r):
    return -1.0 / r


b_vec = np.array([shape_val.T @ (w_in * b(r_in)) for b in beta])
ham_in, norm_in = element(0.0, R, v_loc)
ham_ps = ham_in + b_vec.T @ D @ b_vec
over_ps = norm_in + b_vec.T @ q @ b_vec
ham_ae, norm_ae = element(0.0, R, true_potential)


def log_derivative(energy, ham, over):
    matrix = (ham - energy * over)[1:, 1:]
    unit = np.zeros(degree)
    unit[-1] = 1.0
    return 2.0 / np.linalg.solve(matrix, unit)[-1]


L_true, L_pseudo, slope_norm = [], [], []
step = 1e-4
for i in range(2):
    L_true.append(psi[i].deriv()(R) / psi[i](R))
    L_pseudo.append(log_derivative(eps[i], ham_ps, over_ps))
    dL = (log_derivative(eps[i] + step, ham_ps, over_ps)
          - log_derivative(eps[i] - step, ham_ps, over_ps)) / (2 * step)
    slope_norm.append(-0.5 * psi[i](R)**2 * dL)
assert np.allclose(L_true, L_pseudo, atol=1e-7)
assert np.allclose(slope_norm, np.diag(n_true), rtol=1e-4)


def assemble(first_ham, first_norm):
    edges = [R, 15.0, 40.0, 90.0]
    size = 4 * degree + 1
    ham, norm = np.zeros((size, size)), np.zeros((size, size))
    ham[:degree + 1, :degree + 1] = first_ham
    norm[:degree + 1, :degree + 1] = first_norm
    for n in range(3):
        h, s = element(edges[n], edges[n + 1], true_potential)
        part = slice((n + 1) * degree, (n + 2) * degree + 1)
        ham[part, part] += h
        norm[part, part] += s
    return ham[1:-1, 1:-1], norm[1:-1, 1:-1]


H_ps, S_ps = assemble(ham_ps, over_ps)
_, plain = assemble(ham_ps, norm_in)
H_ae, S_ae = assemble(ham_ae, norm_ae)
s_min = eigh(S_ps, plain, eigvals_only=True)[0]
assert s_min > 0
levels_ps = eigh(H_ps, S_ps, eigvals_only=True)[:2]
levels_ae = eigh(H_ae, S_ae, eigvals_only=True)[:2]
levels_no_s = eigh(H_ps, plain, eigvals_only=True)[:2]
assert np.allclose(levels_ae, [-1 / 8, -1 / 18], atol=1e-7)
assert abs(levels_ps[0] - eps[0]) < 1e-7
assert abs(levels_ps[1] - levels_ae[1]) < 2e-3
assert abs(levels_no_s[0] - eps[0]) > 1e-3


def show(label, value, unit):
    print(f"{label}: {value:.6f} {unit}")


show("matching radius R", R, "bohr")
show("V_loc at r = 0", v_loc(0.0), "hartree")
for i in range(2):
    show(f"eps_{i+1}", eps[i], "hartree")
    show(f"u_{i+1}(R)", psi[i](R), "bohr^-1/2")
    c = phi[i].coef[[2, 4, 6]] * R**np.array([2, 4, 6])
    print(f"phi_{i+1} coefficients of (r/R)^2,4,6:",
          " ".join(f"{x:.6f}" for x in c), "bohr^-1/2")
for name, mat, unit in (("B", B, "hartree"),
                        ("true overlap in R", n_true, "(dimensionless)"),
                        ("pseudo overlap in R", n_pseudo, "(dimensionless)"),
                        ("q", q, "(dimensionless)"), ("D", D, "hartree")):
    for i in range(2):
        print(f"{name} row {i+1}: {mat[i,0]:.6f} {mat[i,1]:.6f} {unit}")
show("B_12 - B_21", B[0, 1] - B[1, 0], "hartree")
show("-(eps_2 - eps_1) q_12", -(eps[1] - eps[0]) * q[0, 1], "hartree")
print(f"largest |D - D^dagger|, real waves: {herm_error:.1e} hartree")
print(f"largest |D - D^dagger|, complex waves: {complex_error:.1e} hartree")
print(f"largest equation residual: {residual:.1e} hartree bohr^-1/2")
show("D_12 - D_21, slope of phi_1 10% too large", bad_gap[0, 1], "hartree")
show("surface term for that wrong slope", surface[0, 1], "hartree")
for i in range(2):
    show(f"true u'/u at R, eps_{i+1}", L_true[i], "bohr^-1")
    show(f"pseudo u'/u at R, eps_{i+1}", L_pseudo[i], "bohr^-1")
    show(f"norm in R from pseudo energy slope, eps_{i+1}", slope_norm[i],
         "(dimensionless)")
show("smallest eigenvalue of S in the basis", s_min, "(dimensionless)")
for i, name in enumerate(("2p", "3p")):
    show(f"true {name} level", levels_ae[i], "hartree")
    show(f"pseudo {name} level", levels_ps[i], "hartree")
show("pseudo 2p level", levels_ps[0] * hartree_eV, "eV")
show("3p error, pseudo minus true",
     1e3 * (levels_ps[1] - levels_ae[1]), "millihartree")
show("lowest level with S replaced by 1", levels_no_s[0], "hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
matching radius R: 5.000000 bohr
V_loc at r = 0: -0.375000 hartree
eps_1: -0.125000 hartree
u_1(R): 0.418888 bohr^-1/2
phi_1 coefficients of (r/R)^2,4,6: 1.400658 -1.439928 0.458159 bohr^-1/2
eps_2: 0.250000 hartree
u_2(R): -0.683201 bohr^-1/2
phi_2 coefficients of (r/R)^2,4,6: 0.630181 -2.897040 1.583658 bohr^-1/2
B row 1: -0.018431 -0.151634 hartree
B row 2: 0.015182 0.102433 hartree
true overlap in R row 1: 0.559507 0.130408 (dimensionless)
true overlap in R row 2: 0.130408 1.000000 (dimensionless)
pseudo overlap in R row 1: 0.426537 -0.314436 (dimensionless)
pseudo overlap in R row 2: -0.314436 0.354379 (dimensionless)
q row 1: 0.132970 0.444845 (dimensionless)
q row 2: 0.444845 0.645621 (dimensionless)
D row 1: -0.035052 -0.040423 hartree
D row 2: -0.040423 0.263838 hartree
B_12 - B_21: -0.166817 hartree
-(eps_2 - eps_1) q_12: -0.166817 hartree
largest |D - D^dagger|, real waves: 1.4e-16 hartree
largest |D - D^dagger|, complex waves: 2.9e-16 hartree
largest equation residual: 4.5e-12 hartree bohr^-1/2
D_12 - D_21, slope of phi_1 10% too large: -0.001431 hartree
surface term for that wrong slope: -0.001431 hartree
true u'/u at R, eps_1: -0.100000 bohr^-1
pseudo u'/u at R, eps_1: -0.100000 bohr^-1
norm in R from pseudo energy slope, eps_1: 0.559507 (dimensionless)
true u'/u at R, eps_2: 0.241759 bohr^-1
pseudo u'/u at R, eps_2: 0.241759 bohr^-1
norm in R from pseudo energy slope, eps_2: 1.000000 (dimensionless)
smallest eigenvalue of S in the basis: 0.784012 (dimensionless)
true 2p level: -0.125000 hartree
pseudo 2p level: -0.125000 hartree
true 3p level: -0.055556 hartree
pseudo 3p level: -0.055493 hartree
pseudo 2p level: -3.401423 eV
3p error, pseudo minus true: 0.062717 millihartree
lowest level with S replaced by 1: -0.178163 hartree
ALL CHECKS PASSED
```
